# Mass action for neutral arsenic-vacancy clusters with electron charge balance: verification in Python

```python
# Result under test: neutral clusters As_mV in equilibrium with ionized As+,
# vacancies V^q and electrons obey
#   C_m/(w_m N) = (C_s/N)^m (C_Vq/N) exp(-dG/kT + (m+q)*eta),
# where C_s = concentration of As+, N = host sites per volume, w_m = number of
# cluster orientations, dG = reaction free energy without mixing terms, and
# eta = (electron chemical potential - conduction edge)/kT.
# Charge balance n - p = C_s + sum(q*C_Vq) determines eta.
# Energies are in eV and concentrations in cm^-3 unless a name says otherwise.
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, fsolve, minimize
from scipy.special import expit, gammaln

# Rough model parameters, regime of arsenic-implanted silicon
TEMP = 1273.15
KT = const.k * TEMP / const.e
SITES = 5.0e22
GAP = 0.75
MASS_E, MASS_H = 1.1, 0.9
Q_VAC = np.array([0.0, -1.0, -2.0])
G_VAC = np.array([3.0, 2.6, 2.5])
SIZE = np.array([1, 2, 3, 4])
BINDING = np.array([1.2, 2.1, 3.0, 4.3])
G_CLUSTER = G_VAC[0] - BINDING


def band_density(mass):
    wave = 2 * np.pi * mass * const.m_e * const.k * TEMP / const.h**2
    return 2 * wave**1.5 * 1e-6


NC, NV = band_density(MASS_E), band_density(MASS_H)
nodes, weights = np.polynomial.legendre.leggauss(200)
ROOT_X = 5 * (nodes + 1)
WEIGHT = 5 * weights * 4 / np.sqrt(np.pi) * ROOT_X**2


def fermi_half(eta):
    return WEIGHT @ expit(eta - ROOT_X**2)


def fermi_slope(eta):
    occupied = expit(eta - ROOT_X**2)
    return WEIGHT @ (occupied * (1 - occupied))


def pressure(eta):
    return WEIGHT @ np.logaddexp(0, eta - ROOT_X**2)


def net_electrons(eta, gap=GAP, dos=1.0):
    return dos * NC * fermi_half(eta) - NV * fermi_half(-eta - gap / KT)


def electron_response(eta, gap=GAP):
    return NC * fermi_slope(eta) + NV * fermi_slope(-eta - gap / KT)


for test_eta in (-3.0, 0.5, 4.0):
    z = -mp.e**test_eta
    assert abs(fermi_half(test_eta) + float(mp.re(mp.polylog(1.5, z)))) < 1e-8
    assert abs(fermi_slope(test_eta) + float(mp.re(mp.polylog(0.5, z)))) < 1e-8

# Orientations counted from distances on the diamond lattice (unit a/4)
points = []
for i, j, k in itertools.product(range(-4, 5), repeat=3):
    if i % 2 == j % 2 == k % 2 == 0 and (i + j + k) % 4 == 0:
        points += [(i, j, k), (i + 1, j + 1, k + 1)]
squared = sorted(sum(x * x for x in point) for point in points)
squared = [value for value in squared if value > 0][:28]
bond_squared = min(squared)
WAYS = np.array([sum(all(d == bond_squared for d in chosen)
                     for chosen in itertools.combinations(squared, int(m)))
                 for m in SIZE], dtype=float)
assert np.array_equal(WAYS, [4, 6, 4, 1])


# Exact finite-system sum, with electrons in discrete levels
def canonical_error(arsenic):
    sites = 10000 * arsenic
    orbital = np.arange(1, 3 * arsenic // 2 + 1)
    levels = np.repeat(6 * (orbital / orbital[-1])**(2 / 3), 2)
    electron_sum = np.zeros(arsenic + 1)
    electron_sum[0] = 1
    for factor in np.exp(-levels):
        electron_sum[1:] = electron_sum[1:] + factor * electron_sum[:-1]
    free_law = arsenic / 2
    clusters_law = arsenic / 8
    eta = brentq(lambda x: expit(x - levels).sum() - free_law, -20, 20)
    energy = (4 * np.log(free_law / sites) + 4 * eta
              - np.log(clusters_law / sites))
    clusters = np.arange(arsenic // 4 + 1)
    free = arsenic - 4 * clusters
    log_prob = (gammaln(sites + 1) - gammaln(clusters + 1) - gammaln(free + 1)
                - gammaln(sites - clusters - free + 1)
                - clusters * energy + np.log(electron_sum[free]))
    prob = np.exp(log_prob - log_prob.max())
    return abs((prob @ free) / prob.sum() / free_law - 1)


error_small, error_large = canonical_error(80), canonical_error(240)
# Finite particle numbers give corrections of order one over the count.
assert error_small < 0.03 and error_large < 0.01


def free_energy(conc, energy, ways, charge):
    """Free energy density divided by kT, with neutrality imposed."""
    excess = charge @ conc
    eta = brentq(lambda x: net_electrons(x) - excess, -25, 25, xtol=1e-13)
    electronic = (excess * eta - NC * pressure(eta)
                  - NV * pressure(-eta - GAP / KT))
    return conc @ (energy + np.log(conc / (ways * SITES)) - 1) + electronic


# Closed system: minimize directly, then inspect all three reactions
closed_energy = np.array([0.0, 0.0, 0.0, 0.2, -22.4])
closed_charge = np.array([1.0, 0.0, -1.0, -2.0, 0.0])


def closed_conc(logs):
    minus, double_minus, cluster = 1e19 * np.exp(logs)
    neutral = 4e19 - minus - double_minus - cluster
    return np.array([3e20 - 4 * cluster, neutral, minus,
                     double_minus, cluster])


def closed_objective(logs):
    conc = closed_conc(logs)
    if np.any(conc <= 0):
        return 1e9
    return free_energy(conc, closed_energy, np.ones(5), closed_charge) / 1e19


fit = minimize(closed_objective, np.log([0.9, 0.9, 0.9]),
               method="Nelder-Mead",
               options={"xatol": 1e-6, "fatol": 1e-11, "maxiter": 2000})
closed = closed_conc(fit.x)
closed_eta = brentq(lambda x: net_electrons(x) - closed_charge @ closed,
                    -25, 25)
closed_residual = max(abs(
    np.log(closed[4] / SITES) - 4 * np.log(closed[0] / SITES)
    - np.log(closed[1 + i] / SITES) - (4 + Q_VAC[i]) * closed_eta
    + closed_energy[4] - closed_energy[1 + i]) for i in range(3))
assert closed_residual < 1e-4


def composition(eta, activity=None, shift=0.0, mu_vac=0.0, dos=1.0):
    """shift is the extra energy cost per As+ and electron pair consumed."""
    vac = SITES * np.exp((mu_vac - G_VAC) / KT - Q_VAC * eta)
    active = net_electrons(eta, dos=dos) - Q_VAC @ vac
    log_activity = eta if activity is None else activity(eta)
    cluster = (WAYS * SITES * (active / SITES)**SIZE
               * np.exp((mu_vac - G_CLUSTER - SIZE * shift) / KT
                        + SIZE * log_activity))
    return active, vac, cluster


ETA_INTRINSIC = brentq(net_electrons, -20, 5, xtol=1e-13)


def equilibrium(total, **options):
    def excess(eta):
        active, _, cluster = composition(eta, **options)
        return (active + SIZE @ cluster) / total - 1
    eta = brentq(excess, ETA_INTRINSIC + 1e-6, 15, xtol=1e-13)
    return (eta,) + composition(eta, **options)


TOTAL = 1e21
eta0, active0, vac0, cluster0 = equilibrium(TOTAL)

# Reaction affinities by finite differences of the total free energy
conc0 = np.concatenate(([active0], vac0, cluster0))
energy0 = np.concatenate(([0.0], G_VAC / KT, G_CLUSTER / KT))
ways0 = np.concatenate((np.ones(4), WAYS))
charge0 = np.concatenate(([1.0], Q_VAC, np.zeros(4)))
affinities = []
for i, m in enumerate(SIZE):
    change = np.zeros(8)
    change[0], change[4 + i] = -m, 1
    step = 0.01 * cluster0[i]
    up = free_energy(conc0 + step * change, energy0, ways0, charge0)
    down = free_energy(conc0 - step * change, energy0, ways0, charge0)
    affinities.append((up - down) / (2 * step))
assert max(np.abs(affinities)) < 1e-3

# Local reaction order and response of activation to total arsenic
D0 = active0 / electron_response(eta0)
low, high = composition(eta0 - 1e-4), composition(eta0 + 1e-4)
order = np.log(high[2] / low[2]) / np.log(high[0] / low[0])
assert np.allclose(order, SIZE * (1 + D0), rtol=1e-4)
response = TOTAL / (active0 + (SIZE**2 * (1 + D0)) @ cluster0)
numeric_response = np.log(equilibrium(TOTAL * 1.001)[1]
                          / equilibrium(TOTAL * 0.999)[1]) / np.log(1.001 / 0.999)
assert abs(response / numeric_response - 1) < 1e-4


def thermodynamic_factor(eta, gap):
    return net_electrons(eta, gap) / electron_response(eta, gap)


D_intrinsic = thermodynamic_factor(ETA_INTRINSIC + 0.01, GAP)
D_classical = thermodynamic_factor(-5.0, 3.0)
D_degenerate = thermodynamic_factor(12.0, 3.0)
assert D_intrinsic < 0.02 and abs(D_classical - 1) < 0.01
assert abs(D_degenerate / (2 * 12 / 3) - 1) < 0.03

# Consequences of simplifying the electron activity
boltzmann = equilibrium(TOTAL, activity=lambda x: np.log(fermi_half(x)))[1]
eta_low = equilibrium(1e20)[0]
frozen = equilibrium(TOTAL, activity=lambda x: eta_low)[1]
assert boltzmann > active0 and frozen > active0

# Fixed vacancy supply, including vacancies stored in clusters
VACANCY_TOTAL = 5e19


def vacancy_excess(mu_vac):
    _, _, vac, cluster = equilibrium(TOTAL, mu_vac=mu_vac)
    return (vac.sum() + cluster.sum()) / VACANCY_TOTAL - 1


mu_limited = brentq(vacancy_excess, -3, 0)
limited = equilibrium(TOTAL, mu_vac=mu_limited)[1]
assert limited > active0

# Linear screening scale and survival of an isolated-donor bound state
PERMITTIVITY, BOUND_MASS = 11.7, 0.3
eps = PERMITTIVITY * const.epsilon_0
screen_m = np.sqrt(eps * KT / (const.e * electron_response(eta0) * 1e6))
cloud_charge = quad(lambda x: x * np.exp(-x), 0, np.inf)[0]
cloud_potential = quad(lambda x: np.exp(-x), 0, np.inf)[0]
assert abs(cloud_charge - 1) < 1e-8
ion_shift = 0.5 * const.e * cloud_potential / (4 * np.pi * eps * screen_m)
assert abs(ion_shift / (const.e / (8 * np.pi * eps * screen_m)) - 1) < 1e-8
bohr_m = const.physical_constants["Bohr radius"][0] * PERMITTIVITY / BOUND_MASS


def binds(screen_ratio):
    def rhs(r, y):
        return [y[1], -2 * np.exp(-r / screen_ratio) / r * y[0]]
    wave = solve_ivp(rhs, (1e-6, 60), [1e-6, 1], rtol=1e-8, atol=1e-10)
    return bool(np.any(wave.y[0] < 0))


assert binds(1.0) and not binds(screen_m / bohr_m)
screened = equilibrium(TOTAL, shift=ion_shift)[1]
EDGE_LOWERING = 0.05
narrowed = equilibrium(TOTAL, shift=EDGE_LOWERING)[1]
heavier = equilibrium(TOTAL, dos=1.1**1.5)[1]

# Small clusters allowed to accept one electron at a rough common level
ACCEPTOR_DEPTH = 0.3


def charged_state(unknown):
    eta, log_active = unknown
    active = active0 * np.exp(log_active)
    vac = SITES * np.exp(-G_VAC / KT - Q_VAC * eta)
    neutral = (WAYS * SITES * (active / SITES)**SIZE
               * np.exp(-G_CLUSTER / KT + SIZE * eta))
    negative = neutral * np.exp(eta + ACCEPTOR_DEPTH / KT)
    negative[3] = 0
    return active, vac, neutral, negative


def charged_balance(unknown):
    active, vac, neutral, negative = charged_state(unknown)
    charge = active + Q_VAC @ vac - negative.sum() - net_electrons(unknown[0])
    arsenic = active + SIZE @ (neutral + negative) - TOTAL
    return [charge / active0, arsenic / TOTAL]


charged_root, _, success, _ = fsolve(charged_balance, [eta0, 0], full_output=True)
assert success == 1 and max(np.abs(charged_balance(charged_root))) < 1e-7
charged_active, _, _, negative = charged_state(charged_root)

# Rough transport times; these are scale estimates, not rate predictions
DIFF_AS, DIFF_SELF, DEPTH_NM = 1e-14, 1e-16, 50.0
spacing_cm = active0**(-1 / 3)
meeting_time = spacing_cm**2 / (6 * DIFF_AS)
supply_time = cluster0.sum() * (DEPTH_NM * 1e-7)**2 / (SITES * DIFF_SELF)
site_fraction = (active0 + (SIZE + 1) @ cluster0) / SITES

print(f"temperature = {TEMP:.2f} K; kT = {KT:.5f} eV")
print(f"host sites = {SITES:.2e} cm^-3; gap = {GAP:.2f} eV")
print(f"DOS masses e, h = {MASS_E:.2f}, {MASS_H:.2f} m_e")
print(f"Nc, Nv = {NC:.4e}, {NV:.4e} cm^-3")
print("G of V0, V-, V2- =", G_VAC, "eV")
print("binding from V0, m=1..4 =", BINDING, "eV")
print("cluster G, m=1..4 =", np.round(G_CLUSTER, 3), "eV")
print("orientations, m=1..4 =", WAYS.astype(int))
print(f"canonical errors, 80 and 240 As = {error_small:.2e}, {error_large:.2e}")
print(f"closed minimization: largest log residual = {closed_residual:.2e}")
print(f"largest reaction affinity = {max(np.abs(affinities)):.2e} kT")
print("total As, active As, As4V (cm^-3); mu (eV); active fraction")
for total in (1e20, 3e20, 1e21, 2e21):
    eta, active, _, cluster = equilibrium(total)
    print(f"{total:.1e}  {active:.4e}  {cluster[3]:.4e}  "
          f"{eta * KT:.4f}  {active / total:.4f}")
print("following results: total As = 1e21 cm^-3")
print(f"eta = {eta0:.4f}; exp(eta) = {np.exp(eta0):.4f}")
print(f"n = {NC * fermi_half(eta0):.4e} cm^-3; n/Nc = {fermi_half(eta0):.4f}")
print(f"p = {NV * fermi_half(-eta0 - GAP / KT):.4e} cm^-3")
print("V0, V-, V2- =", " ".join(f"{x:.3e}" for x in vac0), "cm^-3")
print("As_mV, m=1..4 =", " ".join(f"{x:.3e}" for x in cluster0), "cm^-3")
print(f"D = {D0:.4f}; As4V local order = {order[3]:.4f}")
print(f"d ln(active)/d ln(total) = {numeric_response:.4f}")
print(f"D limits: intrinsic {D_intrinsic:.4f}, classical {D_classical:.4f}")
print(f"D at eta=12: {D_degenerate:.4f}")
print(f"active As, nondegenerate law = {boltzmann:.4e} cm^-3")
print(f"active As, mu frozen at 1e20 value = {frozen:.4e} cm^-3")
print(f"fixed vacancy total = {VACANCY_TOTAL:.2e} cm^-3")
print(f"its active As = {limited:.4e} cm^-3; mu_V = {mu_limited:.4f} eV")
print(f"relative permittivity = {PERMITTIVITY:.1f}; bound mass = {BOUND_MASS:.2f} m_e")
print(f"screening length, donor radius = {screen_m*1e9:.3f}, {bohr_m*1e9:.3f} nm")
print(f"isolated donor binds in this screening: {binds(screen_m / bohr_m)}")
print(f"mean As+ spacing = {spacing_cm*1e7:.3f} nm")
print(f"ion screening energy scale = {ion_shift:.4f} eV")
print(f"active As with ion shift = {screened:.4e} cm^-3")
print(f"edge lowered {EDGE_LOWERING:.2f} eV: active As = {narrowed:.4e} cm^-3")
print(f"electron DOS mass +10%: active As = {heavier:.4e} cm^-3")
print(f"small-cluster acceptor depth = {ACCEPTOR_DEPTH:.2f} eV")
print(f"negative clusters = {negative.sum():.4e} cm^-3")
print(f"active As with negative clusters = {charged_active:.4e} cm^-3")
print(f"fraction of sites in defects = {site_fraction:.4f}")
print(f"As, self diffusivity = {DIFF_AS:.1e}, {DIFF_SELF:.1e} cm2/s")
print(f"As meeting time scale = {meeting_time:.3f} s")
print(f"vacancy supply over {DEPTH_NM:.0f} nm = {supply_time:.1f} s")
print("done: every assertion held")
```

Running it gives:

```
temperature = 1273.15 K; kT = 0.10971 eV
host sites = 5.00e+22 cm^-3; gap = 0.75 eV
DOS masses e, h = 1.10, 0.90 m_e
Nc, Nv = 2.5310e+20, 1.8732e+20 cm^-3
G of V0, V-, V2- = [3.  2.6 2.5] eV
binding from V0, m=1..4 = [1.2 2.1 3.  4.3] eV
cluster G, m=1..4 = [ 1.8  0.9  0.  -1.3] eV
orientations, m=1..4 = [4 6 4 1]
canonical errors, 80 and 240 As = 7.37e-05, 2.85e-05
closed minimization: largest log residual = 4.36e-07
largest reaction affinity = 5.91e-04 kT
total As, active As, As4V (cm^-3); mu (eV); active fraction
1.0e+20  9.9980e+19  4.8445e+15  -0.0861  0.9998
3.0e+20  2.4498e+20  1.3709e+19  0.0336  0.8166
1.0e+21  3.1917e+20  1.6991e+20  0.0736  0.3192
2.0e+21  3.4937e+20  4.1208e+20  0.0880  0.1747
following results: total As = 1e21 cm^-3
eta = 0.6706; exp(eta) = 1.9555
n = 3.1927e+20 cm^-3; n/Nc = 1.2614
p = 1.0289e+17 cm^-3
V0, V-, V2- = 6.659e+10 4.990e+12 2.428e+13 cm^-3
As_mV, m=1..4 = 1.871e+14 1.280e+16 3.890e+17 1.699e+20 cm^-3
D = 1.4300; As4V local order = 9.7198
d ln(active)/d ln(total) = 0.1442
D limits: intrinsic 0.0100, classical 1.0024
D at eta=12: 8.0929
active As, nondegenerate law = 3.9184e+20 cm^-3
active As, mu frozen at 1e20 value = 8.8220e+20 cm^-3
fixed vacancy total = 5.00e+19 cm^-3
its active As = 8.0001e+20 cm^-3; mu_V = -1.2188 eV
relative permittivity = 11.7; bound mass = 0.30 m_e
screening length, donor radius = 0.564, 2.064 nm
isolated donor binds in this screening: False
mean As+ spacing = 1.463 nm
ion screening energy scale = 0.1092 eV
active As with ion shift = 4.6284e+20 cm^-3
edge lowered 0.05 eV: active As = 3.8024e+20 cm^-3
electron DOS mass +10%: active As = 3.4566e+20 cm^-3
small-cluster acceptor depth = 0.30 eV
negative clusters = 1.1263e+19 cm^-3
active As with negative clusters = 3.2394e+20 cm^-3
fraction of sites in defects = 0.0234
As, self diffusivity = 1.0e-14, 1.0e-16 cm2/s
As meeting time scale = 0.357 s
vacancy supply over 50 nm = 851.6 s
done: every assertion held
```
